\section*{Switching polarization of a Rice–Mele chain from repaired Berry phases}

\section{Two numbers for one switch}

A calculation has delivered the Berry phases of a ferroelectric chain in its two switched states. Subtracting them gives a switching polarization of $-158\ \mu\mathrm{C/cm^2}$; moving one phase by $2\pi$ gives $+42\ \mu\mathrm{C/cm^2}$. One must decide which value to use, and whether the two end states suffice or intermediate structures must be computed. Each phase is known only modulo $2\pi$, so the answer lies in the path between the states. Below, the decision is made first for isolated pairs of atoms, where all can be done by hand, and then for the full chain.

\section{A chain of separate pairs}

Let Ti and O alternate along a line with period $a$. For now Ti sits at $0$ and O at $a/2$ in each cell. The Ti level is $+\Delta$, the O level $-\Delta$, and two electrons of opposite spin fill the lower band. Electrons hop with amplitude $t_r$ between Ti and the O on its right, and $t_l$ between Ti and the O on its left.

Take $\Delta=3$ eV, $t_r=4$ eV, $t_l=0$. The chain falls into pairs with the Hamiltonian
\begin{equation}
\begin{pmatrix}3&4\\4&-3\end{pmatrix}\ \text{eV},\qquad \text{levels } \pm\sqrt{3^2+4^2}=\pm5\ \text{eV}.
\end{equation}
In the lower state the Ti amplitude $c_T$ and the O amplitude $c_O$ obey the second row of the eigenvalue equation, $4c_T-3c_O=-5c_O$, so $c_T=-c_O/2$. The weights are $w_T=1/5$ and $w_O=4/5$, and the electron centre is
\begin{equation}
x_c=\tfrac45\cdot\tfrac a2+\tfrac15\cdot0=0.4a .
\end{equation}
In the opposite state, $t_r=0$ and $t_l=4$ eV, the O at $a/2$ is paired with the Ti at $a$, and $x_c=\frac45\cdot\frac a2+\frac15a=0.6a$.

Write the centre as a phase, $\phi=2\pi x_c/a$. A periodic calculation cannot tell in which cell a centre lies, so it returns $\phi$ in $(-\pi,\pi]$. Switching from the left pairs to the right pairs, it reports
\begin{equation}
1.2\pi\to-0.8\pi,\qquad 0.8\pi\to0.8\pi .
\end{equation}
The raw difference is $+1.6\pi$, a motion of $+0.8a$. Folding it into $(-\pi,\pi]$ gives $1.6\pi-2\pi=-0.4\pi$, a motion of $-0.2a$.

To choose, insert the symmetric chain $t_r=t_l=2$ eV. Its electrons spread from O equally to both neighbours, so the centre is $0.5a$. The sequence $0.6a,\,0.5a,\,0.4a$ has two steps of $-0.1a$, and the folded value is right. What remains is to find when folding can be trusted without such insight.

\section{The phase of the general chain}

Give the Bloch state the amplitude $e^{ik(R+\tau_o)}u_o(k)$ on orbital $o$ in cell $R$, with $\tau_T=0$ and $\tau_O=a/2$. With $\theta=ka/2$, the bond to the right carries $e^{i\theta}$ and the bond to the left $e^{-i\theta}$:
\begin{align}
H&=\begin{pmatrix}\Delta&g\\g^*&-\Delta\end{pmatrix},\\
g&=t_re^{i\theta}+t_le^{-i\theta}=T\cos\theta+iD\sin\theta,
\end{align}
where $T=t_r+t_l$ and $D=t_r-t_l$. The levels are $\pm E$ with $E=\sqrt{\Delta^2+|g|^2}$. Both hoppings are taken as positive or zero, so $T\ge|D|$ and
\begin{equation}
|g|^2=D^2+(T^2-D^2)\cos^2\theta\ \ge D^2 .
\end{equation}
The smallest gap, at $\theta=\pi/2$, is therefore $2\sqrt{D^2+\Delta^2}$.

The Wannier function of the band has amplitudes $W_o(R)=\frac{a}{2\pi}\int dk\,e^{ik(R+\tau_o)}u_o(k)$. Assume that the position operator is diagonal in the orbitals. Multiplying $W_o$ by $R+\tau_o$ is the same as applying $-i\partial_k$ to the exponential. Integration by parts moves the derivative to $u_o$ as $+i\partial_k$; the boundary term vanishes because the whole integrand is periodic in $k$. Hence
\begin{equation}
x_c=\frac a{2\pi}\int dk\,\langle u|i\partial_ku\rangle\equiv\frac{a\phi}{2\pi}.
\end{equation}

On a mesh $\theta_j=jh$, $h=\pi/N$, the overlap of neighbours is $1+h\langle u|\partial_\theta u\rangle$ to first order, with phase $-h\langle u|i\partial_\theta u\rangle$. So
\begin{equation}
\phi=-\operatorname{Im}\ln\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle,\qquad u_N=\begin{pmatrix}1&0\\0&-1\end{pmatrix}u_0. \label{string}
\end{equation}
The closing rule follows from the periodicity of $e^{ik\tau_o}u_o$: advancing $k$ by $2\pi/a$ multiplies $u_O$ by $e^{-i\pi}=-1$. Each vector occurs once as a bra and once as a ket, so the arbitrary phases from a diagonalization cancel.

The pairs show the mesh error. For $t_l=0$, $g=t_re^{i\theta}$ and $u=(-e^{i\theta}\sqrt{w_T},\sqrt{w_O})$. Each overlap is $w_O+w_Te^{ih}$, apart from one factor $-1$ at closure. With $w=w_T$,
\begin{align}
\arg(1-w+we^{ih})&=\arctan\frac{w\sin h}{1-w+w\cos h}\nonumber\\
&=wh-\tfrac16w(1-w)(1-2w)h^3+\dots
\end{align}
Since $Nh=\pi$,
\begin{equation}
\phi_N=\pi(1-w)+\tfrac{\pi}{6}w(1-w)(1-2w)\frac{\pi^2}{N^2}+\dots
\end{equation}
The first term is the hand result $\pi w_O$; the error falls as $1/N^2$.

\section{Where the phase can lie}

For the general chain set $g=|g|e^{i\chi}$ and let $D\ne0$. A smooth lower state is
\begin{equation}
u=\begin{pmatrix}-e^{i\chi}\sqrt w\\ \sqrt{1-w}\end{pmatrix},\qquad w=\frac12\left(1-\frac\Delta E\right).
\end{equation}
Indeed the second row of $Hu=-Eu$ requires $|g|\sqrt w=(E-\Delta)\sqrt{1-w}$, and $|g|^2=(E-\Delta)(E+\Delta)$ turns this into $w/(1-w)=(E-\Delta)/(E+\Delta)$.

Derivatives of the real square roots cancel by normalization, leaving $\langle u|i\partial_\theta u\rangle=-\chi'w$. Here
\begin{equation}
\chi'=\frac{\operatorname{Im}(g^*\partial_\theta g)}{|g|^2}
=\frac{TD\cos^2\theta+TD\sin^2\theta}{|g|^2}=\frac{TD}{|g|^2}.
\end{equation}
As $\theta$ runs from $0$ to $\pi$, $g$ goes from $T$ through $iD$ to $-T$, so $\chi$ changes by $\pi\,\mathrm{sgn}D$. At $\theta=\pi$ the smooth state is $-u_N$; this closing factor $-1$ adds $\pi$. Altogether
\begin{equation}
\phi=\pi-\frac\pi2\mathrm{sgn}D+\frac\Delta2\int_0^\pi\frac{TD}{|g|^2E}\,d\theta. \label{closed}
\end{equation}
Because $|\Delta|/E<1$ and $\int|\chi'|d\theta=\pi$, the last term is smaller than $\pi/2$ in magnitude. Its sign is that of $\Delta D$. Thus
\begin{align}
D>0:&\quad 0<\phi<\pi,\\
D<0:&\quad \pi<\phi<2\pi .
\end{align}

As $D\to0$, $\chi'$ concentrates at $\theta=\pi/2$, where $E\to|\Delta|$, and the last term tends to $\frac\pi2\mathrm{sgn}(\Delta D)$. For $\Delta>0$ both sides give $\phi=\pi$: the centre is on O. For $\Delta<0$ they give $0$ and $2\pi$, the same phase modulo $2\pi$, with the centre on Ti. So for $\Delta>0$ a continuous phase stays within $(\pi/2,3\pi/2)$, and for $\Delta<0$, after $2\pi$ is subtracted on the side $D<0$, within $(-\pi/2,\pi/2)$. In each of the four half-planes $D>0$, $D<0$, $\Delta>0$, $\Delta<0$, a continuous phase is confined to an interval of length $\pi$.

When $|D|,|\Delta|\ll T$, the integral comes from the neighbourhood of $\theta=\pi/2$. Put $y=T(\theta-\pi/2)$, so that $|g|^2\approx y^2+D^2$, and extend the limits to infinity. The substitution $z=y/\sqrt{y^2+D^2+\Delta^2}$ gives
\begin{equation}
\frac{\Delta D}{2}\int_{-1}^{1}\frac{dz}{D^2+\Delta^2z^2}=\arctan\frac\Delta D .
\end{equation}
For $\Delta>0$ this means $\phi\approx\pi-\arctan(D/\Delta)$. In this limit the phase measures the angle of the point $(D,\Delta)$ about the origin, the place where the gap closes.

\section{When folding is right}

Let a step of the path change $D$ by $\delta D$ and $\Delta$ by $\delta\Delta$, each monotonically. Accept it if
\begin{equation}
r=\frac{\sqrt{\delta D^2+\delta\Delta^2}}{\sqrt{D^2+\Delta^2}}<1, \label{ratio}
\end{equation}
with the denominator, half the smallest gap, taken at the start of the step.

Suppose that both $D$ and $\Delta$ reached zero or changed sign during the step. Then $|\delta D|\ge|D|$ and $|\delta\Delta|\ge|\Delta|$, and $r\ge1$. So in an accepted step at least one of them keeps its sign. The path then stays in one half-plane: the gap remains open, and the true phase change is smaller than $\pi$ in magnitude. The computed difference equals the true one modulo $2\pi$, and a single member of that set lies within $(-\pi,\pi)$. Folding finds it. The argument holds equally with the half-gap at the end of the step.

The condition is sufficient, not necessary. In one step, the pairs above have $r=8/5$, yet folding was right, since $\Delta$ stayed positive. With the symmetric chain inserted, $r=4/5$ for the first step, and $4/5$ for the second if measured from its end.

A path through $D=\Delta=0$ cannot pass, however fine its mesh. With $\Delta=0$ throughout, Eq.~(\ref{closed}) gives $\phi=3\pi/2$ for $D<0$ and $\pi/2$ for $D>0$. The difference is $\pi$ modulo $2\pi$: both directions are equally short, and there is no answer to find.

\section{From phases to polarization}

If Ti sits at $u$ instead of $0$, every Ti coordinate in the Wannier function moves by $u$. Let $\bar w_T$ be the average of $|u_T|^2$ over $k$, which is the total Ti weight of that function. Then
\begin{equation}
x_c=\frac{a\phi}{2\pi}+u\,\bar w_T .
\end{equation}
The second term is single-valued and needs no repair.

Let Ti have charge $Ze$, and let all other ions stay fixed and make the cell neutral. With one chain per cross-section $a^2$, the cell volume is $a^3$, and two electrons of charge $-e$ give
\begin{equation}
\Delta P=\frac e{a^3}\left(Z\,\Delta u-2\,\Delta x_c\right). \label{dp}
\end{equation}
An error of $2\pi$ in $\phi$ shifts $x_c$ by $a$ and $\Delta P$ by the quantum $2e/a^2$.

The general procedure is as follows.
\begin{enumerate}
\item Choose structures along the physical path, close enough that $D$ and $\Delta$ each change monotonically between neighbours, and list $t_r,t_l,\Delta$ for each.
\item Compute $r$ for each step. Subdivide a step with $r\ge1$; if some part fails at every refinement, look for a closed gap.
\item Compute the raw phases from Eq.~(\ref{string}) and the weights $\bar w_T$.
\item Replace each difference $d$ by $d-2\pi\,\mathrm{round}(d/2\pi)$. A nonzero integer marks a repaired jump.
\item Add the folded differences, form $\Delta x_c$ and use Eq.~(\ref{dp}).
\end{enumerate}
The bound (\ref{ratio}) belongs to this two-band chain. In another model folding still requires a true change below $\pi$ per step, but that must be secured by other means.

\section{A titanate-like chain}

Take $a=0.4$ nm, $\Delta=1.5$ eV, $Z=4$, and let Ti move from $u=-0.01$ to $+0.01$ nm. The hopping is 2 eV at the bond length 0.20 nm and scales as its power $-3.5$. At $u=+0.01$ nm,
\begin{align}
t_r&=2\,(0.19/0.20)^{-3.5}=2.393\ \text{eV},\\
t_l&=2\,(0.21/0.20)^{-3.5}=1.686\ \text{eV},
\end{align}
so $D=0.707$ eV. The gap is 3.00 eV in the symmetric chain and 3.32 eV at the ends. Diagonalizing $H$ at 400 $k$ points for ten structures gives, in radians:

\begin{center}
\begin{tabular}{rrrr}
$u$ (nm)&raw $\phi$&folded step&repaired $\phi$\\
$-0.0100$&$-2.757$&&$-2.757$\\
$-0.0078$&$-2.836$&$-0.079$&$-2.836$\\
$-0.0056$&$-2.919$&$-0.084$&$-2.919$\\
$-0.0033$&$-3.007$&$-0.087$&$-3.007$\\
$-0.0011$&$-3.096$&$-0.090$&$-3.096$\\
$0.0011$&$3.096$&$-0.090$&$-3.187$\\
$0.0033$&$3.007$&$-0.090$&$-3.276$\\
$0.0056$&$2.919$&$-0.087$&$-3.364$\\
$0.0078$&$2.836$&$-0.084$&$-3.447$\\
$0.0100$&$2.757$&$-0.079$&$-3.527$
\end{tabular}
\end{center}

The raw phase jumps where the centre passes O, since $\phi=\pi$ is the edge of the principal interval. Nothing physical happens there. The largest $r$ is 0.10, so every fold is safe. Even the two end states suffice here, because $D$ grows monotonically at fixed $\Delta$ and a single step has $r=1.415/1.658=0.85$. This answers the opening question for these parameters.

The repaired change is $-0.770$ rad. The small-gap estimate $-2\arctan(0.707/1.5)=-0.88$ rad is about 14\% larger in magnitude; here $\Delta/T$ is about 0.37, not very small. With $\bar w_T=0.236$ at both ends,
\begin{align}
\Delta x_c&=\frac{0.4(-0.770)}{2\pi}+0.02(0.236)\nonumber\\
&=-0.0443\ \text{nm}.
\end{align}
The electrons move against the Ti ion, towards the bond that it shortens. Since $1\,e/\mathrm{nm^2}=16.02\ \mu\mathrm{C/cm^2}$, the ionic part is $4(0.02)/0.064=1.25\,e/\mathrm{nm^2}$, or $20.0\ \mu\mathrm{C/cm^2}$. The electronic part is $2(0.0443)/0.064=1.38\,e/\mathrm{nm^2}$, or $22.2\ \mu\mathrm{C/cm^2}$. Their sum is
\begin{equation}
\Delta P=42.2\ \mu\mathrm{C/cm^2}=0.422\ \mathrm{C/m^2},
\end{equation}
and, measured from the symmetric chain along this path, each state has half of it in magnitude, $21.1\ \mu\mathrm{C/cm^2}$. Doubling the number of $k$ points shifts $\Delta P$ by $10^{-4}\ \mu\mathrm{C/cm^2}$. Averaged over the path, Ti acts as a charge of $8.4e$ instead of $4e$; the local value falls from $8.7e$ at $u=0$ to $7.9e$ at the ends.

The quantum $2e/a^2$ is $200.3\ \mu\mathrm{C/cm^2}$. The raw end phases differ by $+5.513$ rad and give $42.2-200.3=-158.1\ \mu\mathrm{C/cm^2}$.

\section{Another path, another quantum}

That value is wrong for this switch, but it belongs to a different insulating path. Hold $u=-0.01$ nm and take $\Delta$ from $+1.5$ to $-1.5$ eV; move Ti to $+0.01$ nm; then return $\Delta$ to $+1.5$ eV. With twelve steps per leg the largest $r$ is 0.35, and the repaired phase change exceeds the direct one by $2\pi$. Hence $\Delta P=-158.1\ \mu\mathrm{C/cm^2}$. The two paths pass on opposite sides of the gap closure. The detour makes Ti the lower level for a while, which an ordinary displacement does not do; the choice between them is physical, not numerical.

Coarse sampling can also miscount turns. Hold $T=4$ eV and set $(D,\Delta)=(\sin\alpha,\cos\alpha)$ eV, with $\alpha$ growing by $4\pi$, which leads twice around a circle of radius 1 eV. With 48 steps the largest $r$ is 0.26 and the phase makes $-2$ turns. With three steps of $240^\circ$, folding returns $+1$ turn. Since $\phi\approx\pi-\arctan(D/\Delta)$, the phase roughly follows $-\alpha$, so each step of about $-240^\circ$ is folded to $+120^\circ$. Here $r=1.73$ gives the warning.

\section{What a real titanate adds}

The parameters lie in the rough regime of barium titanate, whose gap is about 3 eV and whose polarization near room temperature is roughly $25\ \mu\mathrm{C/cm^2}$. The model's 21 is close, but this is no evidence for its accuracy. It follows the chosen displacement almost in proportion: the same chain gives about 11 at $u=0.005$ nm and about 30 at $u=0.015$ nm, and the latter is nearer to the offset of Ti between its two O neighbours along the polar axis of the tetragonal crystal. The estimates below keep $u=0.01$ nm. Each Ti--O line also has two $\pi$-bonded chains. With half the hopping and the same $\Delta$ and scaling law, they would add $18.2\ \mu\mathrm{C/cm^2}$ to $\Delta P$, raising one state to about 30. The common $\Delta$ is a simplification, since in the crystal the Ti level of the $\sigma$-bonded chain lies above that of the $\pi$-bonded ones. Raising $\Delta$ to 2.5 eV in the $\sigma$-bonded chain alone lowers the estimate from 30 to about 25, so it depends strongly on the levels chosen. Motion of the other ions and electron interaction are left out too, and this model does not size them.

Three further electronic effects, the response to a field at fixed ions, thermal occupation and tunnelling, can be estimated for an ideal chain and are small. A total field of 1 MV/cm at fixed ions, applied to open chains of 20 and 30 cells at $u=+0.01$ nm, raises the polarization by $0.30\ \mu\mathrm{C/cm^2}$, as read from the difference of their dipoles. In a real ferroelectric the ions respond as well, and much more strongly: a relative permittivity of 100 would give about $9\ \mu\mathrm{C/cm^2}$ at this field in linear response. The calculated $\Delta P$ should therefore be compared with polarizations measured at zero field. At 300 K, Fermi occupation with the chemical potential at midgap puts $5\times10^{-27}$ electrons per cell in the upper band of the symmetric chain.

For tunnelling, let $F$ be the force on an electron, 0.1 eV/nm at this field. Then $\theta$ advances at the rate $Fa/2\hbar$, and the semiclassical probability per Bloch cycle is $\exp(-2\operatorname{Im}\int2E\,dt/\hbar)$, taken from $\theta=\pi/2$ to the complex point where $E=0$. With $\theta=\pi/2+iy$ and $D=0$,
\begin{equation}
p=\exp\left[-\frac{8}{Fa}\int_0^{y_0}\sqrt{\Delta^2-T^2\sinh^2y}\,dy\right],
\end{equation}
where $T\sinh y_0=\Delta$. Quadrature gives $p\approx10^{-38}$. Real films have defects and electrodes, which can carry leakage that this estimate does not cover. Such current adds to the measured switching charge, but it is not part of $\Delta P$.
